# The intrashell radial dipole integral of hydrogen and Gordon's formula: verification in Python

```python
# Result under test (atomic units, point nucleus Z, infinite mass; u = r R, positive near 0):
#   D = int u_{nl} r u_{n,l-1} dr = -(3n/2Z) sqrt(n^2 - l^2).
# u: state (n,l), scale nu=n/Z; v: state (n2,l-1), scale nu2=n2/Z2; E=-1/(2 nu^2).
# S = int u v, V = int u(-v' + l v/r), A = -d/dr + l/r - Z/l, c = Z sqrt(n^2-l^2)/(n l).
# Also: (E-E2) D = V + (Z2-Z) S, and V/(E-E2) = G (Gordon's expression); at n2=n, Z2->Z,
# G -> D/3 and the overlap term -> n^2 S/Z = 2D/3.
# Integrals come from the definition: exact polynomial*exponential sums, or a grid solver.
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import quad
from scipy.constants import physical_constants as pc

r, eps = sp.symbols('r eps', positive=True)
Q, fac = sp.Rational, sp.factorial
def poly(e): return sp.Poly(e, r, domain='QQ')
R = poly(r)
def integ(P, s): return sum(c * fac(j) / s**(j + 1) for (j,), c in P.terms())  # int P e^{-s r}
def same(a, b): return abs(sp.N(a, 50) - sp.N(b, 50)) < 1e-35
def der(P, nu): return P.diff(r) - P * (1 / nu)  # derivative of P e^{-r/nu}

@lru_cache(None)
def state(n, l, nu):
    N = n - l - 1
    P = poly(r**(l + 1) * sum((-1)**j * sp.binomial(N + 2*l + 1, N - j) * (2*r/nu)**j / fac(j)
                              for j in range(N + 1)))
    resid = (-(R**2) * der(der(P, nu), nu) * Q(1, 2) + P * Q(l*(l + 1), 2)
             - R * P * (n / nu) + R**2 * P * (1 / (2*nu**2)))
    assert resid.is_zero  # radial Schroedinger equation with Z = n/nu
    return P, 1 / sp.sqrt(integ(P * P, 2 / nu))

def integrals(n, l, nu, n2, nu2):
    (U, a), (W, b) = state(n, l, nu), state(n2, l - 1, nu2)
    s = 1/nu + 1/nu2
    return (a*b*integ(U*R*W, s), a*b*integ(U*W, s),
            a*b*integ(U * (W.exquo(R)*l - der(W, nu2)), s))

def mean_r(n, l, nu):
    P, a = state(n, l, nu)
    return a**2 * integ(P*P*R, 2/nu)

def f21(N, N2, g, x):
    return sum(sp.rf(-N, m)*sp.rf(-N2, m)/(sp.rf(g, m)*fac(m))*x**m for m in range(min(N, N2) + 1))
def kummer(N, g, k):
    return poly(sum(sp.rf(-N, m)/(sp.rf(g, m)*fac(m))*(k*r)**m for m in range(N + 1)))
def gordon_rational(n, l, nu, n2, nu2):
    N, N2 = n - l - 1, n2 - l
    x, w = -4*nu*nu2/(nu - nu2)**2, (nu - nu2)/(nu + nu2)
    return ((-1)**N2 / (4*fac(2*l - 1)) * (4*nu*nu2)**(l + 1) * (nu - nu2)**(N + N2 - 1)
            / (nu + nu2)**(n + n2) * (f21(N, N2, 2*l, x) - w**2 * f21(N + 2, N2, 2*l, x)))
def gordon_root(n, l, nu, n2, nu2):
    return sp.sqrt(nu*nu2/(n*n2)) * sp.sqrt(fac(n+l)*fac(n2+l-1)/(fac(n-l-1)*fac(n2-l)))
def gordon(*a): return gordon_rational(*a) * gordon_root(*a)
def gordon_limit(n, l, nu):
    lim = sp.cancel(sp.together(gordon_rational(n, l, nu, n, nu + eps))).subs(eps, 0)
    return lim * gordon_root(n, l, nu, n, nu)

# factorization on an arbitrary function
ls, Zs = sp.symbols('l Z', positive=True)
f = sp.Function('f')(r)
Wp = ls/r - Zs/ls
up = lambda g: -g.diff(r) + Wp*g
dn = lambda g: g.diff(r) + Wp*g
ham = lambda L, g: -g.diff(r, 2)/2 + L*(L + 1)/(2*r**2)*g - Zs/r*g
assert sp.expand(dn(up(f)) - 2*ham(ls - 1, f) - Zs**2/ls**2*f) == 0
assert sp.expand(up(dn(f)) - 2*ham(ls, f) - Zs**2/ls**2*f) == 0

# ladder, <r>, D, S, V inside a shell
for Z in (1, 2, 3):
    for n in range(2, 8):
        nu = Q(n, Z)
        assert same(mean_r(n, n - 1, nu), Q(n*(2*n + 1), 2*Z))
        for l in range(1, n):
            (U, a), (W, b) = state(n, l, nu), state(n, l - 1, nu)
            root = sp.sqrt(n*n - l*l)
            c = Z*root/(n*l)
            AW = W.exquo(R)*l - der(W, nu) - W*Q(Z, l)
            AU = U.exquo(R)*l + der(U, nu) - U*Q(Z, l)
            q1, rem1 = AW.div(U)
            q2, rem2 = AU.div(W)
            assert rem1.is_zero and rem2.is_zero and q1.degree() == 0 and q2.degree() == 0
            assert same(q1.LC()*b/a, c) and same(q2.LC()*a/b, c)
            D, S, V = integrals(n, l, nu, n, nu)
            ru, rv = mean_r(n, l, nu), mean_r(n, l - 1, nu)
            assert same(rv - ru, Q(l, Z)) and same(ru, Q(3*n*n - l*(l + 1), 2*Z))
            assert same(c*D, l + Q(1, 2) - Z*rv/l) and same(c*D, l - Q(1, 2) - Z*ru/l)
            assert same(D, -Q(3*n, 2*Z)*root)
            assert same(V, 0) and same(S, -root/n)

# ingredients of Gordon's formula
for N in range(4):
    for l in (1, 2, 3):
        k, k2, lam = Q(2, 7), Q(3, 5), Q(4, 3)
        P = R**(2*l + 1) * kummer(N, 2*l + 2, k)
        rhs = R**(2*l - 1) * (kummer(N, 2*l, k) - kummer(N + 2, 2*l, k)) * (l*(2*l + 1)/k)
        assert (der(P, 2/k) - rhs).is_zero
        n = N + l + 1
        C = k**(l + Q(3, 2)) * sp.sqrt(fac(n + l)/(2*n*fac(N))) / fac(2*l + 1)
        assert same(state(n, l, 2/k)[1]*sp.binomial(N + 2*l + 1, N), C)
        for N2 in range(4):
            a, b = 1 - k/lam, 1 - k2/lam
            lhs = integ(R**(2*l - 1)*kummer(N, 2*l, k)*kummer(N2, 2*l, k2), lam)
            assert same(lhs, fac(2*l - 1)/lam**(2*l)*a**N*b**N2*f21(N, N2, 2*l, k*k2/(lam**2*a*b)))

# equal charges: G = D for n != n2; unequal charges: G = V/dE, and G differs from D
for n in range(2, 7):
    for l in range(1, n):
        for n2 in range(l, 7):
            if n2 != n:
                arg = (n, l, Q(n, 2), n2, Q(n2, 2))
                assert same(integrals(*arg)[0], gordon(*arg))
            Z, Z2 = Q(1), Q(13, 11)
            arg = (n, l, n/Z, n2, n2/Z2)
            D, S, V = integrals(*arg)
            dE = -Z**2/(2*n*n) + Z2**2/(2*n2*n2)
            assert same(dE*D, V + (Z2 - Z)*S) and same(V/dE, gordon(*arg))
            assert not same(D, gordon(*arg))
        for Z in (1, 3):
            D, S, _ = integrals(n, l, Q(n, Z), n, Q(n, Z))
            L = gordon_limit(n, l, Q(n, Z))
            assert same(L, -Q(n, 2*Z)*sp.sqrt(n*n - l*l))
            assert same(L, D/3) and same(L + n*n*S/Z, D)

# grid diagonalization, no Laguerre functions; O(h^2) error removed by Richardson
def grid_dipole(n, l, Z, h):
    x = h*np.arange(1, int(round(200/(Z*h))))
    vec = []
    for L in (l, l - 1):
        y = eigh_tridiagonal(1/h**2 + L*(L + 1)/(2*x*x) - Z/x, np.full(len(x) - 1, -0.5/h**2),
                             select='i', select_range=(n - L - 1, n - L - 1))[1][:, 0]
        vec.append(y*np.sign(y[np.argmax(abs(y) > 1e-6*abs(y).max())]))
    return float(np.sum(vec[0]*x*vec[1]))
grid = {}
for n, l, Z in ((2, 1, 1), (4, 2, 2), (5, 3, 1), (5, 3, 3)):
    grid[n, l, Z] = (4*grid_dipole(n, l, Z, 0.02/Z) - grid_dipole(n, l, Z, 0.04/Z))/3
    assert abs(grid[n, l, Z]/(-1.5*n/Z*np.sqrt(n*n - l*l)) - 1) < 1e-4

# worked example
a0nm = pc['Bohr radius'][0]*1e9
n, l, nu = 5, 3, Q(5)
D, S, V = integrals(n, l, nu, n, nu)
c = sp.sqrt(n*n - l*l)/(n*l)
print(f"H 5f-5d: n = {n}, l = {l}, Z = 1")
print(f"sqrt(n^2-l^2) = {float(sp.sqrt(n*n-l*l)):.6f}")
print(f"c = {float(c):.6f} 1/bohr")
print(f"<r>_5d = {float(mean_r(5, 2, nu)):.6f} bohr")
print(f"<r>_5f = {float(mean_r(5, 3, nu)):.6f} bohr")
print(f"<r>_5g = {float(mean_r(5, 4, nu)):.6f} bohr")
print(f"c*D = {float(c*D):.6f}")
print(f"D exact integral = {float(D):.6f} bohr = {float(D)*a0nm:.5f} nm")
print(f"D grid diagonalization = {grid[5, 3, 1]:.5f} bohr")
print(f"S = {float(S):.6f}, V = {float(V):.6f} 1/bohr")
print(f"limit of G = {float(gordon_limit(n, l, nu)):.6f} bohr")
print(f"missing term n^2 S/Z = {float(n*n*S):.6f} bohr")
print("5d taken with Z2 = 1+delta: delta, D, G, (Z2-Z)S/dE (bohr)")
for d in (Q(1, 10), Q(1, 100), Q(1, 1000)):
    arg = (n, l, nu, n, n/(1 + d))
    Dd, Sd, _ = integrals(*arg)
    dE = ((1 + d)**2 - 1)/(2*n*n)
    assert same(Dd, gordon(*arg) + d*Sd/dE)
    print(f"  {float(d):.3f}  {float(Dd):.5f}  {float(gordon(*arg)):.5f}  {float(d*Sd/dE):.5f}")
assert abs(float(Dd/D) - 1) < 1e-2  # D is continuous, error of first order in delta
DLi = float(integrals(5, 3, Q(5, 3), 5, Q(5, 3))[0])
print(f"Li2+ (Z=3) 5f-5d: D = {DLi:.6f} bohr = {DLi*a0nm:.5f} nm; grid {grid[5, 3, 3]:.5f} bohr")
for name, arg in (("2p-1s", (2, 1, Q(2), 1, Q(1))), ("5f-4d", (5, 3, Q(5), 4, Q(4)))):
    print(f"H {name}: exact {float(integrals(*arg)[0]):.6f} bohr, Gordon {float(gordon(*arg)):.6f} bohr")
D2 = float(integrals(2, 1, Q(2), 2, Q(2))[0])
ang = quad(lambda t: 0.5*np.sqrt(3)*t*t, -1, 1)[0]  # <Y00|cos theta|Y10>
assert abs(ang - 1/np.sqrt(3)) < 1e-12
F_si = 1e6
F = F_si/pc['atomic unit of electric field'][0]
lev = np.linalg.eigvalsh(F*np.array([[0, D2*ang], [D2*ang, 0]]))
assert abs(lev[1]/(3*F) - 1) < 1e-12
print(f"H 2p-2s: D = {D2:.6f} bohr = {D2*a0nm:.5f} nm; grid {grid[2, 1, 1]:.5f} bohr")
print(f"H 2p-2s: limit of G = {float(gordon_limit(2, 1, Q(2))):.6f} bohr")
print(f"angular factor = {ang:.6f}; <2s|z|2p0> = {D2*ang:.6f} bohr")
print(f"field = {F_si:.1e} V/m = {F:.5e} a.u.")
print(f"Stark shift = +-{lev[1]:.5e} hartree = +-{lev[1]*pc['hartree-hertz relationship'][0]/1e9:.3f} GHz")
print("all good")
```

Output:

```
H 5f-5d: n = 5, l = 3, Z = 1
sqrt(n^2-l^2) = 4.000000
c = 0.266667 1/bohr
<r>_5d = 34.500000 bohr
<r>_5f = 31.500000 bohr
<r>_5g = 27.500000 bohr
c*D = -8.000000
D exact integral = -30.000000 bohr = -1.58753 nm
D grid diagonalization = -30.00000 bohr
S = -0.800000, V = 0.000000 1/bohr
limit of G = -10.000000 bohr
missing term n^2 S/Z = -20.000000 bohr
5d taken with Z2 = 1+delta: delta, D, G, (Z2-Z)S/dE (bohr)
  0.100  -30.34484  -9.33082  -21.01402
  0.010  -30.13737  -9.94803  -20.18933
  0.001  -30.01487  -9.99498  -20.01989
Li2+ (Z=3) 5f-5d: D = -10.000000 bohr = -0.52918 nm; grid -10.00000 bohr
H 2p-1s: exact 1.290266 bohr, Gordon 1.290266 bohr
H 5f-4d: exact 14.065295 bohr, Gordon 14.065295 bohr
H 2p-2s: D = -5.196152 bohr = -0.27497 nm; grid -5.19615 bohr
H 2p-2s: limit of G = -1.732051 bohr
angular factor = 0.577350; <2s|z|2p0> = -3.000000 bohr
field = 1.0e+06 V/m = 1.94469e-06 a.u.
Stark shift = +-5.83407e-06 hartree = +-38.386 GHz
all good
```
